# Polyhedral quadrature and random rotation for nonlocal pseudopotentials

## Problem

In quantum Monte Carlo an electron sits at \(\mathbf r=r\mathbf u\) from an ion, with \(\mathbf u\) a unit vector. The ion carries a nonlocal pseudopotential whose channel \(l\) has radial strength \(v_l(r)\). With all other electrons held fixed and a real trial function \(\Psi\), this channel contributes to the local energy the sphere average

\[
I=\langle f\rangle=\frac1{4\pi}\int f(\mathbf n)\,d\Omega,\qquad
f(\mathbf n)=(2l+1)\,v_l(r)\,P_l(\mathbf n\cdot\mathbf u)\,\frac{\Psi(r\mathbf n)}{\Psi(r\mathbf u)} .
\]

The average is estimated by a rule \(Q=\sum_i w_i f(\mathbf x_i)\) with unit vectors \(\mathbf x_i\) and \(\sum_i w_i=1\).

(a) Show that equal weights on the vertices of a regular tetrahedron (4 points), octahedron (6) and icosahedron (12) integrate all spherical harmonics exactly through degree \(L=2,3,5\), and that each rule fails at the next degree.

(b) Show that a random rotation makes any rule unbiased. Say what "random" must mean, and find the variance.

(c) Take \(l=1\), \(v_1=1\) hartree, \(r=1\) bohr and \(\Psi(\mathbf r)=e^{\kappa\,\mathbf d\cdot\mathbf r}\), with \(\kappa=2\) bohr\(^{-1}\), \(\mathbf d\) a unit vector and \(\mathbf u\cdot\mathbf d=0.6\). Find the exact energy and the error of each rule.

## A tempting solution

At \(\mathbf n=\mathbf u\) the ratio of wave functions is 1 and costs nothing. So place one vertex at \(\mathbf u\), and choose the remaining freedom, a spin of the solid about \(\mathbf u\), at random.

Take \(\mathbf u\) as polar axis. The spin averages every harmonic with \(m\neq0\) to zero. The harmonics with \(m=0\) are proportional to \(P_l(\mathbf n\cdot\mathbf u)\), and their sums over the vertices vanish for \(1\le l\le L\). The rule is therefore exact through \(L\). Whatever lies above \(L\) is removed on average by the random spin, so the estimate is unbiased, with one evaluation of \(\Psi\) saved.

## Where it fails

The last sentence is wrong. The spin removes \(m\ne0\) at every degree, but it leaves \(m=0\) untouched, and above \(L\) the sum over the vertices is no longer guaranteed to remove it. Take \(f(\mathbf n)=P_3(\mathbf n\cdot\mathbf u)\), whose true average is zero. A tetrahedron with a vertex at \(\mathbf u\) has its other three vertices at \(\mathbf n\cdot\mathbf u=-1/3\), whatever the spin. Since

\[
P_3(-\tfrac13)=\tfrac12\left(-\tfrac5{27}+1\right)=\tfrac{11}{27},
\]

every sample returns \(\frac14(1+3\cdot\frac{11}{27})=\frac59\). There is no scatter to warn of the error.

The bias for general smooth \(f\) follows from a fact that will be used again. Write \(f=\sum_l f_l\), where \(f_l\) collects the harmonics of degree \(l\). Average \(f_l\) over all rotations about an axis \(\mathbf a\). The result is still of degree \(l\) and is symmetric about \(\mathbf a\), so it is a multiple of \(P_l(\mathbf n\cdot\mathbf a)\). Its value at \(\mathbf n=\mathbf a\) has not changed, and \(P_l(1)=1\). Hence

\[
\text{average of } f_l(\mathbf n)\text{ about }\mathbf a \;=\; f_l(\mathbf a)\,P_l(\mathbf n\cdot\mathbf a). \tag{1}
\]

With \(\mathbf a=\mathbf u=\mathbf x_1\) and \(N\) equal weights, the mean of the pinned rule is

\[
\sum_l f_l(\mathbf u)\,\frac1N\sum_j P_l(\mathbf x_1\cdot\mathbf x_j).
\]

The term \(l=0\) is \(I\), and the terms \(1\le l\le L\) vanish. A term above \(L\) drops out if its sum over the vertices is zero, as at degree 5 for the tetrahedron. The other terms remain as a bias unless \(f_l(\mathbf u)=0\) or they happen to cancel. Geometrically, a vertex on the axis stays where it is and every other vertex covers only a circle, while the integral runs over the sphere.

## Solution of (a)

For \(l\ge1\) the sphere average of \(Y_{lm}\) is zero. The rule is thus exact for degree \(l\) if and only if \(\sum_i w_iY_{lm}(\mathbf x_i)=0\) for all \(m\). Degree 0 is exact because \(\sum_iw_i=1\). The \(2l+1\) conditions can be joined into one by adding their squared moduli. For orthonormal harmonics the addition theorem reads

\[
\sum_mY_{lm}(\mathbf x)Y^*_{lm}(\mathbf y)=\frac{2l+1}{4\pi}P_l(\mathbf x\cdot\mathbf y),
\]

and therefore

\[
A_l\equiv\sum_{ij}w_iw_jP_l(\mathbf x_i\cdot\mathbf x_j)
=\frac{4\pi}{2l+1}\sum_m\Big|\sum_iw_iY_{lm}(\mathbf x_i)\Big|^2\ \ge 0. \tag{2}
\]

Degree \(l\) is integrated exactly if and only if \(A_l=0\). Since \(A_l\) contains only mutual angles, the orientation of the solid does not matter.

In a regular solid every vertex sees the same set of angles to the others. The double sum is then \(N\) equal single sums, and with \(w_i=1/N\)

\[
A_l=\frac1N\sum_jP_l(\mathbf x_1\cdot\mathbf x_j).
\]

The polynomials needed are

\[
P_1=c,\quad P_2=\tfrac12(3c^2-1),\quad P_3=\tfrac12(5c^3-3c),
\]
\[
P_4=\tfrac18(35c^4-30c^2+3),\quad P_6=\tfrac1{16}(231c^6-315c^4+105c^2-5).
\]

**Tetrahedron.** The vertices are \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\), \((-1,-1,1)\), each divided by \(\sqrt3\). Any two different ones have cosine \(-1/3\). With \(P_2(-\frac13)=\frac12(\frac13-1)=-\frac13\) and the value of \(P_3(-\frac13)\) above,

\[
A_1=\tfrac14(1-1)=0,\qquad A_2=\tfrac14(1-1)=0,\qquad A_3=\tfrac14\left(1+\tfrac{11}9\right)=\tfrac59 .
\]

**Octahedron.** The vertices are \(\pm\) the three coordinate axes, so the cosines are \(1\), \(-1\) and four times \(0\). For odd \(l\), \(P_l(-c)=-P_l(c)\), so the terms cancel and \(A_l=0\). For even \(l\), using \(P_2(0)=-\frac12\) and \(P_4(0)=\frac38\),

\[
A_2=\tfrac16(2-2)=0,\qquad A_4=\tfrac16\left(2+\tfrac32\right)=\tfrac7{12}.
\]

**Icosahedron.** The vertices are the cyclic permutations of \((0,\pm1,\pm\varphi)\), with \(\varphi^2=\varphi+1\) and \(\varphi=(1+\sqrt5)/2\). Their squared length is \(1+\varphi^2=\varphi+2\). Because \(\sqrt5=2\varphi-1\), this equals \(2\varphi^2-\varphi=\varphi\sqrt5\).

Take the scalar products with \((0,1,\varphi)\):

- The vertex itself and its opposite give \(\pm\varphi\sqrt5\).
- \((0,-1,\varphi)\) and \((0,1,-\varphi)\) give \(\varphi^2-1=\varphi\) and \(-\varphi\).
- The four vertices \((\pm\varphi,0,\pm1)\) give \(\varphi\) twice and \(-\varphi\) twice.
- The four vertices \((\pm1,\pm\varphi,0)\) do the same.

Dividing by the squared length gives the cosines \(\pm1\) once each and \(\pm1/\sqrt5\) five times each. Odd degrees cancel as before. At \(c^2=\frac15\),

\[
P_2=\tfrac12\left(\tfrac35-1\right)=-\tfrac15,\qquad
P_4=\tfrac18\left(\tfrac75-6+3\right)=-\tfrac15,
\]
\[
P_6=\tfrac1{16}\left(\tfrac{231}{125}-\tfrac{63}5+21-5\right)=\tfrac{41}{125}.
\]

Hence

\[
A_2=A_4=\tfrac1{12}(2-2)=0,\qquad A_6=\tfrac1{12}\left(2+\tfrac{82}{25}\right)=\tfrac{11}{25}.
\]

The unbroken runs of zeros end at \(L=2,3,5\), as claimed. Failure at degree \(L+1\) means that some harmonic of that degree is integrated wrongly, not that all are. Higher degrees may again be exact, as every odd degree is for the octahedron and icosahedron.

For the pseudopotential, the degree that counts is that of the whole integrand. If \(\Psi\) on the sphere around the ion has components up to \(l'\), then \(P_l\Psi\) has components up to \(l+l'\). Exactness is thus guaranteed for \(l'\le L-l\). In a p channel this means \(l'\le1\), \(2\) and \(4\) for the three solids.

## Solution of (b)

Let \(Q_R=\sum_iw_if(R\mathbf x_i)\). Draw the rotation \(R\) uniformly from the whole rotation group and independently of \(f\); this is sufficient for every rule. "Uniformly" means that for any fixed rotation \(S\), the products \(SR\) and \(RS\) have the same distribution as \(R\).

For a fixed point \(\mathbf x\), the distribution of \(R\mathbf x\) is then unchanged by every rotation \(S\), so \(R\mathbf x\) is uniform on the sphere. Hence \(E[f(R\mathbf x_i)]=I\) for each point, and

\[
E[Q_R]=\sum_iw_i\,E[f(R\mathbf x_i)]=I\sum_iw_i=I .
\]

The points turn together and are strongly correlated, but the mean of a sum does not depend on correlations. Negative weights are allowed. The conditions are that \(f\) is integrable and that the weights sum to 1; if the weights do not sum to 1, the mean is \(I\sum_iw_i\).

A uniform rotation is obtained from four independent standard normal numbers, normalised and read as a unit quaternion. Their distribution is isotropic in four dimensions, and multiplication by a fixed unit quaternion is a rotation there, so the required invariance holds.

Three uniformly drawn Euler angles do not work. In \(R=R_z(\alpha)R_y(\beta)R_z(\gamma)\) the image of the \(z\) axis has polar angle \(\beta\). A uniform point on the sphere has uniform \(\cos\beta\) and mean \(\cos^2\beta=\frac13\), whereas uniform \(\beta\) gives \(\frac12\) and crowds the poles.

**Variance.** Let \(f\) be square integrable. Consider \(E[f(R\mathbf x)f(R\mathbf y)]\) with \(\mathbf x\cdot\mathbf y=c\). Replacing \(R\) by \(RS\), with \(S\) a rotation about \(\mathbf x\), changes neither the distribution nor the point \(\mathbf a=R\mathbf x\), but it turns \(R\mathbf y\) about \(\mathbf a\). One may therefore first average \(f(R\mathbf y)\) about \(\mathbf a\), which by (1) gives \(\sum_lf_l(\mathbf a)P_l(c)\). Then \(\mathbf a\) is averaged over the sphere. Different degrees are orthogonal, so \(\langle ff_l\rangle=\langle f_l^2\rangle\), and

\[
E[f(R\mathbf x)f(R\mathbf y)]=\sum_lF_l\,P_l(\mathbf x\cdot\mathbf y),\qquad F_l=\langle f_l^2\rangle .
\]

Multiply by \(w_iw_j\) and sum over the points. The \(l=0\) term is \(F_0A_0=I^2\), because \(A_0=(\sum_iw_i)^2=1\). Subtracting it leaves

\[
\operatorname{Var}(Q_R)=\sum_{l\ge1}F_l\,A_l . \tag{3}
\]

The same numbers \(A_l\) govern both parts of the problem. Degrees that the rule integrates exactly add no noise, and the others add noise but no bias. For a single point all \(A_l=1\), and (3) reduces to \(\langle f^2\rangle-I^2\), as it must.

## Solution of (c)

With \(x=\kappa r=2\), the integrand is \(f(\mathbf n)=3v_1(\mathbf n\cdot\mathbf u)\,e^{x(\mathbf n-\mathbf u)\cdot\mathbf d}\). By symmetry about \(\mathbf d\), the vector \(\langle\mathbf n\,e^{x\mathbf n\cdot\mathbf d}\rangle\) points along \(\mathbf d\). Its length follows by parts, with \(t=\mathbf n\cdot\mathbf d\):

\[
i_1(x)=\frac12\int_{-1}^1t\,e^{xt}dt
=\frac12\left[\frac{t\,e^{xt}}x-\frac{e^{xt}}{x^2}\right]_{-1}^{1}
=\frac{\cosh x}x-\frac{\sinh x}{x^2}.
\]

This gives \(i_1(2)=0.974383\), and

\[
I=3v_1\,i_1(x)\,(\mathbf u\cdot\mathbf d)\,e^{-x\,\mathbf u\cdot\mathbf d}
=3(0.974383)(0.6)\,e^{-1.2}=0.52826\ \text{hartree}.
\]

For the variance, the addition theorem gives \(f_l(\mathbf n)=(2l+1)\langle P_l(\mathbf n\cdot\mathbf n')f(\mathbf n')\rangle_{\mathbf n'}\), so \(F_l=\langle ff_l\rangle\) is a double sphere average. Numerical quadrature yields, in hartree\(^2\),

\[
F_3=0.103,\quad F_4=9.97\times10^{-3},\quad F_6=2.14\times10^{-5}.
\]

The leading terms of (3) are then as follows.

- Tetrahedron, with \(A_4=\frac7{27}\) from the same formula: \(\frac59(0.103)+\frac7{27}(0.00997)\approx0.060\) hartree\(^2\).
- Octahedron: \(\frac7{12}(0.00997)\approx0.0058\) hartree\(^2\).
- Icosahedron: \(\frac{11}{25}(2.14\times10^{-5})\approx9.4\times10^{-6}\) hartree\(^2\).

The table compares these rules with a single point and with a deliberately lopsided rule. The latter has points \((0,0,1)\), \((1,0,0)\), \((0,0.6,0.8)\) and weights \(0.7,\,0.5,\,-0.2\). The rms error comes from numerical integration over the rotation group. The last column is a sample of 20000 uniform rotations with its standard error. All entries are in hartree.

| Rule | rms error | sample mean |
|---|---|---|
| tetrahedron | 0.245 | 0.5284 ± 0.0017 |
| octahedron | 0.0763 | 0.5273 ± 0.0005 |
| icosahedron | 0.0031 | 0.52825 ± 0.00002 |
| one point | 1.28 | 0.542 ± 0.009 |
| lopsided | 0.925 | 0.536 ± 0.007 |

The square roots of the three estimated variances agree with the first column. All five means lie within two standard errors of \(I=0.52826\) hartree. Relative to \(I\), the rms errors of the solids are 46%, 14% and 0.6%. Averaging \(N\) independent random points would reduce the one-point rms error by a factor \(\sqrt N\). The solids do better here because, for this smooth \(\Psi\), most of the power \(F_l\) with \(l\ge1\) lies at degrees that they integrate exactly. By (3), the variance of a rule divided by the one-point variance is the average of \(A_l\) over \(l\ge1\) with weights \(F_l\), so a wave function that shifts power to degrees with larger \(A_l\) gains less. Raising \(\kappa\) from 2 to 8 bohr\(^{-1}\), for example, raises the ratio of the icosahedral rms error to the one-point rms error from 0.0024 to about 0.09.

One orientation says little about the quality of a rule. With \(\mathbf u=(0,0,1)\), \(\mathbf d=(0.8,0,0.6)\) and the vertex coordinates of part (a), the tetrahedron gives 0.570 and the octahedron 0.455 hartree. Here the octahedron has the larger error, although its rms error is three times smaller.

**The cost of the tempting solution.** For the pinned tetrahedron, the vertex at \(\mathbf u\) gives \(f=3\) hartree. The other three have \(\mathbf n\cdot\mathbf u=-\frac13\) and, at azimuth \(\phi\), \(\mathbf n\cdot\mathbf d=-0.2+0.8\,\frac{\sqrt8}3\cos\phi\). The exponent is therefore \(2(-0.2-0.6)+1.5085\cos\phi\), and the mean over spins is

\[
\frac34-\frac34\,\frac1{2\pi}\int_0^{2\pi}e^{-1.6+1.5085\cos\phi}\,d\phi=0.4994\ \text{hartree}.
\]

This is 0.0289 hartree, or 5.5%, below \(I\), and more spins do not reduce it. With full rotations the statistical error after \(M\) independent samples is \(0.245/\sqrt M\) hartree, which falls below that bias once \(M\) exceeds about \((0.245/0.0289)^2\approx72\). Uniform Euler angles, in the axes just given, shift the tetrahedral mean by 0.007 hartree.

## Beyond linear quantities

The unbiasedness in (b) rests on linearity. Suppose a diffusion Monte Carlo weight \(e^{-\tau Q_R}\) is formed with time step \(\tau\). Writing \(Q_R=I+\delta\) with \(E[\delta]=0\) and expanding in \(\tau\delta\),

\[
E[e^{-\tau Q_R}]=e^{-\tau I}\left(1+\tfrac12\tau^2\operatorname{Var}(Q_R)+O(\tau^3)\right).
\]

For the tetrahedron at \(\tau=0.01\) hartree\(^{-1}\) the excess over \(e^{-\tau I}\) is \(2.99\times10^{-6}\), from this formula and from direct integration over rotations alike.

T-moves meet the same limit. They use the negative terms of the rule to move the electron to a quadrature point. With \(s=-\tau\sum_iw_i\min[f(R\mathbf x_i),0]\) and positive weights, count only this electron and this channel, and give staying in place the weight 1 and the moves the total weight \(s\). The probability of a move is then \(s/(1+s)\). The sum \(s\) is itself a rule applied to the function \(-\tau\min(f,0)\), so its mean is correct. The normalised probability is a concave function of \(s\), so its mean lies at or below the value obtained from the mean of \(s\). Expanding \(s/(1+s)=s-s^2+O(s^3)\), the difference is \(-(E[s^2]-E[s]^2)=-\operatorname{Var}(s)\) to leading order. Since \(s\) is proportional to \(\tau\), this is of order \(\tau^2\) per step. Random rotation thus leaves a time-step error here. Its size is set by \(\operatorname{Var}(s)\), which is (3) applied to \(-\tau\min(f,0)\) rather than to \(f\). That function has a kink where \(f\) changes sign, so the rms errors in the table do not measure it.

All numerical values are calculated from the stated model.
